\section*{Nottingham Heat and the Inversion Temperature of Field Emission, part 1}

(Sections cited here and not found follow in the second part.)

\section{The linear tunnelling exponent}

\subsection{Result and conventions}

Let an electron tunnel from a metal into vacuum with a probability that grows by a factor $\mathrm e$ when its energy of motion towards the surface rises by $d$. At temperature $T$, the mean energy removed from the metal per emitted electron is
\begin{equation}
\langle\varepsilon\rangle=-\pi kT\cot\!\left(\frac{\pi kT}{d}\right),\qquad 0<kT<d .
\label{eq:result}
\end{equation}
It is negative at low temperature, so emission heats the metal. It vanishes at
\begin{equation}
kT_{\rm inv}=\frac d2 ,
\label{eq:inversion}
\end{equation}
and is positive above this temperature, where emission cools the metal. This exchange of heat is the Nottingham effect, and $T_{\rm inv}$ is its inversion temperature.

All electron energies are measured from the chemical potential $\mu$ of the metal at its actual temperature. The total energy is $\varepsilon$, the energy of motion normal to the surface is $W$, and the transverse kinetic energy is $E_t$, so that
\begin{equation}
\varepsilon=W+E_t .
\end{equation}
The bottom of the conduction band lies at $-E_F$. The elementary charge is $e>0$, and $J$ denotes the magnitude of the emitted current density.

An electron that leaves takes the energy $\mu+\varepsilon$ with it. The circuit returns one electron, which is assumed for now to arrive with energy $\mu$. The metal has then lost
\begin{equation}
(\mu+\varepsilon)-\mu=\varepsilon .
\end{equation}
The work function does not enter this balance as a separate term. A tunnelling electron keeps its total energy inside the barrier, and the kinetic energy it gains outside comes from the source that maintains the field. The work function acts through the tunnelling probability, and hence through $d$.

\subsection{From momentum space to an energy distribution}

The metal is described by free electrons of one mass $m$ in a parabolic band, with a flat surface normal to $x$. Phase space holds $2/h^3$ states per unit volume and unit momentum volume, the 2 counting spin. With $f(\varepsilon)=1/(1+e^{\varepsilon/kT})$, the current density is
\begin{equation}
J=\frac{2e}{h^3}\int_{p_x>0} v_x\,f(\varepsilon)\,D(W)\,d^3p .
\end{equation}
The flat surface conserves transverse momentum, which is why the transmission $D$ depends on $W$ alone. Return of electrons from vacuum is neglected.

Two changes of variable simplify the integral. Since $W=p_x^2/2m-E_F$ and $v_x=p_x/m$,
\begin{equation}
v_x\,dp_x=\frac{p_x\,dp_x}{m}=dW .
\end{equation}
In the transverse plane, $E_t=p_t^2/2m$ gives
\begin{equation}
dp_y\,dp_z\;\to\;2\pi p_t\,dp_t=2\pi m\,dE_t .
\end{equation}
The factors combine to $2e\cdot2\pi m/h^3=4\pi me/h^3$:
\begin{equation}
J=\frac{4\pi me}{h^3}\int_{-E_F}^{\infty}dW\,D(W)\int_0^\infty dE_t\,f(W+E_t).
\label{eq:double}
\end{equation}
At fixed $W$, replace $E_t$ by $\varepsilon=W+E_t$, which runs from $W$ upwards. Then exchange the order of integration. The region $\varepsilon\ge W\ge-E_F$ is the same as $-E_F\le W\le\varepsilon$ at each $\varepsilon$, so
\begin{equation}
J=\frac{4\pi me}{h^3}\int_{-E_F}^{\infty}d\varepsilon\,f(\varepsilon)P(\varepsilon),
\qquad
P(\varepsilon)=\int_{-E_F}^{\varepsilon}D(W)\,dW .
\label{eq:P}
\end{equation}
The function $P$ adds up all directions of motion that share the total energy $\varepsilon$. The mean energy is therefore
\begin{equation}
\langle\varepsilon\rangle=\frac{\int\varepsilon f(\varepsilon)P(\varepsilon)\,d\varepsilon}{\int f(\varepsilon)P(\varepsilon)\,d\varepsilon}.
\label{eq:meanP}
\end{equation}

Now linearize the tunnelling exponent about $W=0$:
\begin{equation}
D(W)=e^{-G_0+W/d}.
\label{eq:linear}
\end{equation}
This gives
\begin{equation}
P(\varepsilon)=d\,e^{-G_0}\left(e^{\varepsilon/d}-e^{-E_F/d}\right).
\end{equation}
Near $\varepsilon=0$ the second term is smaller than the first by $e^{-E_F/d}$. For a band many $d$ deep it can be dropped, and the lower limit of the energy integral can be moved to $-\infty$. The energy distribution is then proportional to
\begin{equation}
\frac{e^{\varepsilon/d}}{1+e^{\varepsilon/kT}} .
\label{eq:dist}
\end{equation}

\subsection{Simple case: zero temperature}

At $T=0$ the states with $\varepsilon<0$ are full and the others empty. The two integrals needed are
\begin{align}
\int_{-\infty}^0e^{\varepsilon/d}\,d\varepsilon&=d,\\
\int_{-\infty}^0\varepsilon e^{\varepsilon/d}\,d\varepsilon
&=\Big[\varepsilon d\,e^{\varepsilon/d}\Big]_{-\infty}^0-d\int_{-\infty}^0e^{\varepsilon/d}\,d\varepsilon=-d^2 .
\end{align}
Hence
\begin{equation}
\langle\varepsilon\rangle_{T=0}=-d,\qquad
J_0=\frac{4\pi me}{h^3}\,d^2e^{-G_0}.
\label{eq:zeroT}
\end{equation}
Each electron comes from below $\mu$, on average by $d$, and is replaced at $\mu$. The replacement falls into the hole left behind and releases the energy $d$ as heat.

The normal energy alone would give a different answer. In \eqref{eq:double} at $T=0$, the inner integral is the range of allowed $E_t$, namely $-W$ for $W<0$. The weight of $W$ is thus $-We^{W/d}$, and with $u=-W/d$
\begin{equation}
\langle W\rangle_{T=0}=-d\,\frac{\int_0^\infty u^2e^{-u}du}{\int_0^\infty ue^{-u}du}=-2d .
\end{equation}
The missing $+d$ is the mean transverse energy. This share does not change with temperature in the linear model. For any $T$ the joint weight of $\varepsilon$ and $E_t$ is
\begin{equation}
e^{W/d}f(\varepsilon)=e^{\varepsilon/d}f(\varepsilon)\;e^{-E_t/d},
\label{eq:factor}
\end{equation}
a product, so $E_t$ is distributed independently of $\varepsilon$ with mean $d$. The heat balance needs the total energy, because the transverse kinetic energy also leaves the metal.

\subsection{Finite temperature: the integral}

Set $p=kT/d$ and $x=\varepsilon/kT$. The normalization of \eqref{eq:dist} becomes
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{\varepsilon/d}}{1+e^{\varepsilon/kT}}\,d\varepsilon=kT\,K(p),\qquad
K(p)=\int_{-\infty}^{\infty}\frac{e^{px}}{1+e^x}\,dx .
\end{equation}
For $x\to-\infty$ the integrand behaves as $e^{px}$ and needs $p>0$. For $x\to+\infty$ it behaves as $e^{-(1-p)x}$ and needs $p<1$.

To evaluate $K$, integrate $e^{pz}/(1+e^z)$ counterclockwise round the rectangle with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$. On the right side the integrand is at most $e^{pR}/(e^R-1)$ in modulus, and on the left side at most $e^{-pR}/(1-e^{-R})$. Both vanish as $R\to\infty$, while the sides keep the length $2\pi$. On the upper side $e^z$ is the same as on the real axis, $e^{pz}$ carries the extra factor $e^{2\pi ip}$, and the direction is reversed. The contour integral is therefore $(1-e^{2\pi ip})K$.

Inside lies one pole, at $z=i\pi$. Its residue is the numerator divided by the derivative of the denominator:
\begin{equation}
\frac{e^{i\pi p}}{e^{i\pi}}=-e^{i\pi p}.
\end{equation}
The residue theorem gives
\begin{equation}
(1-e^{2\pi ip})K=-2\pi i\,e^{i\pi p}.
\end{equation}
Division by $e^{i\pi p}$ turns the bracket into $e^{-i\pi p}-e^{i\pi p}=-2i\sin\pi p$, so
\begin{equation}
K(p)=\frac{\pi}{\sin\pi p}.
\label{eq:K}
\end{equation}
The current follows from \eqref{eq:P} with $P=d\,e^{-G_0}e^{\varepsilon/d}$:
\begin{equation}
J=\frac{4\pi me}{h^3}\,d\,e^{-G_0}\,\frac{\pi kT}{\sin\pi p}
=J_0\,\frac{\pi p}{\sin\pi p}.
\label{eq:J}
\end{equation}
As $p\to0$ the last factor tends to 1 and the zero-temperature current returns.

\subsection{Finite temperature: the mean energy}

Write $a=1/d$ and
\begin{equation}
I(a)=\int_{-\infty}^{\infty}\frac{e^{a\varepsilon}}{1+e^{\varepsilon/kT}}\,d\varepsilon=\frac{\pi kT}{\sin(\pi kTa)} .
\end{equation}
At fixed $T$, differentiation with respect to $a$ brings down a factor $\varepsilon$. It may be done under the integral because the integrand still decays exponentially on both sides for $0<p<1$. Thus
\begin{equation}
\langle\varepsilon\rangle=\frac{1}{I}\frac{dI}{da}
=\frac{d}{da}\Big[\ln(\pi kT)-\ln\sin(\pi kTa)\Big]
=-\pi kT\cot(\pi kTa),
\end{equation}
which is \eqref{eq:result}. A second derivative gives the variance, since $(\ln I)''=I''/I-(I'/I)^2$:
\begin{equation}
\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2
=\frac{d\langle\varepsilon\rangle}{da}
=\frac{\pi^2(kT)^2}{\sin^2\pi p}.
\label{eq:variance}
\end{equation}

For low temperature use
\begin{equation}
\cot y=\frac{1-y^2/2+\dots}{y(1-y^2/6+\dots)}=\frac1y-\frac y3+\dots
\end{equation}
with $y=\pi kT/d$:
\begin{equation}
\langle\varepsilon\rangle=-d+\frac{\pi^2(kT)^2}{3d}+\dots
\label{eq:lowT}
\end{equation}
The Sommerfeld expansion reaches the same limit by another road. It states that $\int gf\,d\varepsilon=\int_{-\infty}^0g\,d\varepsilon+\pi^2(kT)^2g'(0)/6+\dots$. For $g=\varepsilon e^{\varepsilon/d}$ the slope at zero is 1, and for $g=e^{\varepsilon/d}$ it is $1/d$. With $\tau=\pi^2p^2/6$, the ratio is
\begin{equation}
\frac{-d^2(1-\tau)}{d(1+\tau)}=-d(1-2\tau)+\dots=-d+\frac{\pi^2(kT)^2}{3d}+\dots
\end{equation}

\subsection{Why the inversion lies at one half}

In $0<p<1$ the cotangent has one zero, at $p=1/2$. The mean energy passes through it with a positive slope. At fixed $d$,
\begin{equation}
\frac{d\langle\varepsilon\rangle}{d(kT)}
=-\pi\cot\pi p+\frac{\pi^2p}{\sin^2\pi p}
=\frac{\pi\left(2\pi p-\sin2\pi p\right)}{2\sin^2\pi p}>0 ,
\label{eq:slope}
\end{equation}
because $\sin y<y$ for $y>0$. At inversion the slope is $\pi^2/2$.

The factor one half can be read from the two tails of \eqref{eq:dist}. Far below $\mu$ the states are full, and the distribution falls off at the rate $1/d$ set by tunnelling. Far above $\mu$ the occupation falls at the rate $1/kT$ while tunnelling grows at the rate $1/d$, so the net rate is $1/kT-1/d$. The tails are equally steep when
\begin{equation}
\frac1{kT}-\frac1d=\frac1d,\qquad\text{that is}\qquad kT=\frac d2 .
\end{equation}
At this temperature the whole distribution is symmetric, not merely its tails:
\begin{equation}
\frac{e^{\varepsilon/2kT}}{1+e^{\varepsilon/kT}}
=\frac{1}{e^{-\varepsilon/2kT}+e^{\varepsilon/2kT}}
=\frac{1}{2\cosh(\varepsilon/2kT)} .
\label{eq:sech}
\end{equation}
Half of the electrons leave from above $\mu$ and half from below, and all odd moments vanish. By \eqref{eq:variance} the root-mean-square energy is $\pi kT$. The heat vanishes as an average over electrons that individually heat or cool the metal.

The peak of the distribution is a poor guide to the heat at other temperatures. Setting the derivative of its logarithm to zero gives $1/d=[1-f(\varepsilon)]/kT$, hence
\begin{equation}
\varepsilon_{\rm peak}=kT\ln\frac{p}{1-p}.
\end{equation}
As $T\to0$ the peak moves to $\mu$, whereas the mean moves to $-d$.

\subsection{Heat flux and the upper limit of the formula}

The heat removed per unit area and time is
\begin{equation}
q=\frac Je\,\langle\varepsilon\rangle .
\label{eq:q}
\end{equation}
Near inversion, \eqref{eq:slope} gives $q\simeq(J/e)(\pi^2/2)k(T-T_{\rm inv})$. At fixed field this term heats a surface colder than $T_{\rm inv}$ and cools a hotter one. The temperature at which a real emitter settles also depends on Joule heat, conduction and radiation.

As $p\to1$, $\cot\pi p\to-1/[\pi(1-p)]$, so that
\begin{equation}
\langle\varepsilon\rangle\simeq\frac{kT}{1-p}.
\end{equation}
This is the decay length of the upper tail, and it diverges. The divergence belongs to the linear exponent, which lets $D$ grow without bound. A real transmission saturates near the top of the barrier, at an energy $E_b$ above $\mu$. The linear model therefore requires
\begin{equation}
E_b\gg\frac{kT}{1-p},
\label{eq:validity}
\end{equation}
which at inversion reads $E_b\gg d$.

In the opposite regime electrons pass over the top. Take $D=1$ for $W>E_b$ and zero below, with $E_b\gg kT$. Then $f\simeq e^{-\varepsilon/kT}$, the mean of $W$ is $E_b+kT$, the mean of $E_t$ is $kT$, and each electron removes $E_b+2kT$. The cooling stays finite, as it must.

\section{Real barriers, corrections and a worked emitter}

\subsection{What is carried over}

Energies are counted from the chemical potential $\mu$: $\varepsilon$ is total energy and $W$ is normal energy. The transmission near $W=0$ is $D=e^{-G_0+W/d}$, and $p=kT/d$. The first half gave
\begin{equation}
\langle\varepsilon\rangle=-\pi kT\cot\pi p,\qquad
J=J_0\frac{\pi p}{\sin\pi p},\qquad kT_{\rm inv}=\frac d2 .
\label{eq:carried}
\end{equation}
For a general transmission the energy distribution is $f(\varepsilon)P(\varepsilon)$ with $P(\varepsilon)=\int^\varepsilon D\,dW$. At inversion the linear model has vanishing odd moments, $\langle\varepsilon^2\rangle=\pi^2(kT)^2$, and $d\langle\varepsilon\rangle/d(kT)=\pi^2/2$. What remains is to find $d$ from the barrier and to see how far a real exponent moves the inversion.

For a linear tunnelling exponent, this part has derived the mean energy removed per emitted electron and shown that heating turns to cooling at $kT_{\rm inv}=d/2$. It remains to find $d$ from the barrier, and to see how far a real exponent and other corrections move the inversion in a worked emitter.
